\section*{Counting piezomagnetic classes and the piezomagnetic tensor of antiferromagnetic rutiles}

\section*{Question}

I am trying to understand linear piezomagnetism, a magnetization proportional to stress. I have seen the statement that 66 of the 122 magnetic point groups allow it, and I would like to count them myself rather than tick entries in a list.

My second problem is rutile CoF$_2$ or MnF$_2$, with the moments along $+z$ on one cation site and along $-z$ on the other. A shear stress $\sigma_{xy}$ is supposed to magnetize the crystal along $z$. I have two objections. The crystal has an inversion centre, and I know that inversion kills the rank-three piezoelectric tensor. Also, shifting the crystal by half the body diagonal and reversing time seems to restore the magnetic order, and time reversal should forbid a magnetization. Where do these arguments fail, what is the full tensor, and what decides its sign?

\section*{Answer}

\subsection*{What a symmetry operation does}

Define the tensor by
\begin{equation}
M_i=\sum_{jk}\Lambda_{ijk}\sigma_{jk},\qquad \Lambda_{ijk}=\Lambda_{ikj},
\end{equation}
for static equilibrium and to first order in stress. Write an operation as $(R,\theta)$, where $R$ is an orthogonal matrix with determinant $d=\pm1$, and $\theta=-1$ if time is reversed (a ``primed'' operation), $\theta=+1$ otherwise. Magnetization is an axial vector and odd in time; stress is an ordinary symmetric tensor and even in time:
\begin{equation}
M\to\theta\,d\,RM,\qquad \sigma\to R\sigma R^{T}.
\end{equation}
Now set $R=dP$, so that $P$ is a proper rotation. Since $d^2=1$,
\begin{equation}
M\to\theta PM,\qquad \sigma\to P\sigma P^{T}. \label{eq:act}
\end{equation}
The determinant has dropped out. Inversion $I$ has $P=1$, $\theta=1$ and imposes nothing. This answers your first objection: electric polarization is a polar vector and changes sign under $I$, but magnetization does not. In contrast, $1'$ and $I1'$ both have $P=1$, $\theta=-1$, and either one gives $\Lambda=-\Lambda=0$.

\subsection*{Sorting the 122 groups}

I take as known the 11 crystallographic rotation groups. Call $P$ also the rotation group formed by the proper parts of a magnetic group. The magnetic groups fall into three families.

\emph{Groups without $1'$ and $I1'$.} Two operations with the same proper part can differ at most by $I$, which has $\theta=1$. Hence $\theta=\tau(P)$ is a function of the rotation, and because signs multiply, $\tau$ is a real one-dimensional character. If $I$ is present, $\tau$ fixes the group. If $I$ is absent, the determinant is a second real character, $d=\varepsilon(P)$, and each pair $(\varepsilon,\tau)$ gives a group.

\emph{Groups with $I1'$ but not $1'$.} Here $I1'$ changes $d$ and $\theta$ together, so the product $d\theta$ is a real character and fixes the group.

\emph{Groups with $1'$.} There is one for each of the 32 ordinary point groups.

Characters that differ by a relabelling of equivalent axes describe the same class and count once. The groups 1, 3 and 23 have one real character; 2, 4, 6, 32 and 432 have two, which are inequivalent because one of them is trivial. These give 1 and 4 pairs respectively.

For 222 there are the trivial character and three others, $a,b,c$, permuted by relabelling the axes. The inequivalent pairs are $(1,1)$, $(1,a)$, $(a,1)$, $(a,a)$ and $(a,b)$, five in all.

For 422 and 622 there are four characters, fixed by the signs on the two sets of horizontal twofold axes. A rotation by $45^\circ$ or $30^\circ$ swaps the sets. Two characters are unchanged by the swap, so 4 of the 16 pairs are unchanged and the other 12 join in twos: $4+12/2=10$.

\subsection*{Which characters allow a tensor}

Averaging the action of a group over its elements projects onto the invariant tensors, and the trace of a projector is the dimension of its image. For a rotation by $\varphi$ the trace on vectors is $\chi(\varphi)=1+2\cos\varphi$. On symmetric tensors, with $\lambda_a$ the eigenvalues of the rotation, it is
\begin{equation}
\sum_{a\le b}\lambda_a\lambda_b=\tfrac12\left[\chi(\varphi)^2+\chi(2\varphi)\right].
\end{equation}
The number of independent coefficients is therefore
\begin{equation}
n(\tau)=\frac1{|P|}\sum_{P}\tau(P)\,f(\varphi),\qquad
f=\tfrac12\chi(\varphi)\left[\chi(\varphi)^2+\chi(2\varphi)\right].
\end{equation}
For rotations of order 1, 2, 3, 4, 6 one finds $\chi=3,-1,0,1,2$ and $f=18,-2,0,0,4$. Thus
\begin{equation}
n(\tau)=\frac{18-2S_2+4S_6}{|P|},
\end{equation}
where $S_2$ and $S_6$ are the sums of $\tau$ over the twofold and sixfold rotations. For 432 there are three twofold rotations about cube axes, which are squares of fourfold rotations and have $\tau=+1$, and six about face diagonals. The trivial character gives $(18-18)/24=0$; the other, with $-1$ on the six, gives $(18+6)/24=1$. The remaining groups follow in the same way:

\begin{center}
\begin{tabular}{lcccc}
$P$ & number of $\tau$ & $n(\tau)$ & pairs $(\varepsilon,\tau)$ & allowed\\
1 & 1 & 18 & 1 & 2\\
2 & 2 & 8, 10 & 4 & 6\\
222 & 2 & 3, 5 & 5 & 7\\
4 & 2 & 4, 4 & 4 & 6\\
422 & 3 & 1, 3, 2 & 10 & 13\\
3 & 1 & 6 & 1 & 2\\
32 & 2 & 2, 4 & 4 & 6\\
6 & 2 & 4, 2 & 4 & 6\\
622 & 3 & 1, 3, 1 & 10 & 13\\
23 & 1 & 1 & 1 & 2\\
432 & 2 & 0, 1 & 4 & 3
\end{tabular}
\end{center}

The second column sums to 21 and the fourth to 48. The first family thus has $21+48=69$ groups, the second 21 and the third 32, which makes 122. From the 69 we remove those with $P=432$ and trivial $\tau$: one with inversion, $m\bar3m$, and two without, $432$ and $\bar43m$. The result is $69-3=66$. A separate enumeration of all subgroups, with the invariant tensors found by explicit projection, gives the same number (see the numerical output).

This is a count of symmetry permissions. It says nothing about the size of the effect.

\subsection*{The magnetic group of the rutile structure}

Put cation A at $(0,0,0)$ with moment along $+z$ and cation B at $(\frac12,\frac12,\frac12)$ with moment along $-z$. The anions sit at $\pm(u,u,0)$ and $\pm(\frac12+u,\frac12-u,\frac12)$.

Your second objection fails because of the anions. The shift by $(\frac12,\frac12,\frac12)$ takes $(u,u,0)$ to $(\frac12+u,\frac12+u,\frac12)$, where there is no anion. If the anions are deleted, the shift combined with $1'$ is a symmetry, and $\Lambda$ does vanish.

An operation that keeps the cation sites must preserve the moment, $\theta P\hat z=\hat z$; one that exchanges them must reverse it, $\theta P\hat z=-\hat z$. To see which case holds, follow the anion at $(u,u,0)$:
\begin{itemize}
\item $4_z$ sends it to $(-u,u,0)$, which needs the half-diagonal shift to land on an anion. The sites are exchanged, while $P\hat z=\hat z$, so $\theta=-1$.
\item $2_x$ sends it to $(u,-u,0)$, which needs the same shift. The sites are exchanged and $P\hat z=-\hat z$, so $\theta=+1$.
\item $2_{[110]}$ leaves it in place. The sites are kept and $P\hat z=-\hat z$, so $\theta=-1$.
\item $I$ keeps the sites and $P=1$, so $\theta=+1$.
\end{itemize}
The point group is $4'/mmm'$, with 16 operations, 8 of them primed. In the table it belongs to $P=422$ with the character that is $-1$ on $4_z$, for which $n=2$.

\subsection*{The tensor}

Under the unprimed $2_x$ a component $\Lambda_{ijk}$ is multiplied by $-1$ for each index $y$ or $z$. It survives if the number of such indices is even, so the number of indices $x$ is odd. The operation $2_y=4_z2_x4_z^{-1}$ has $\theta=(-1)(+1)(-1)=+1$, and likewise makes the number of indices $y$ odd. With three indices in total, each of $x,y,z$ occurs once. In Voigt form,
\begin{equation}
M_x=\Lambda_{14}\sigma_{yz},\qquad M_y=\Lambda_{25}\sigma_{xz},\qquad M_z=\Lambda_{36}\sigma_{xy}.
\end{equation}
Because $\sigma_{xy}$ and $\sigma_{yx}$ both enter the sum, $\Lambda_{36}=2\Lambda_{zxy}$; similarly $\Lambda_{14}=2\Lambda_{xyz}$ and $\Lambda_{25}=2\Lambda_{yxz}$.

The rotation $4_z$ takes $(x,y,z)$ to $(-y,x,z)$. With $\theta=-1$, Eq.~(\ref{eq:act}) gives
\begin{align}
(M_x,M_y,M_z)&\to(M_y,-M_x,-M_z),\\
(\sigma_{yz},\sigma_{xz},\sigma_{xy})&\to(\sigma_{xz},-\sigma_{yz},-\sigma_{xy}).
\end{align}
The transformed quantities must obey the same law. The first relation becomes $M_y=\Lambda_{14}\sigma_{xz}$, so $\Lambda_{25}=\Lambda_{14}$. The third becomes $-M_z=-\Lambda_{36}\sigma_{xy}$, which holds for any $\Lambda_{36}$. Hence
\begin{equation}
M_x=\Lambda_{14}\sigma_{yz},\qquad M_y=\Lambda_{14}\sigma_{xz},\qquad M_z=\Lambda_{36}\sigma_{xy}.
\end{equation}
The response you asked about is one of two independent ones. Were $4_z$ unprimed, the third relation would read $M_z=-\Lambda_{36}\sigma_{xy}$ and force $\Lambda_{36}=0$.

In a given material, the domain selects one of two opposite signs; which domain has which sign depends on the microscopic couplings and is not fixed by symmetry. Reversing all moments is the action of $1'$, which changes $M$ but not $\sigma$, so $\Lambda\to-\Lambda$. Since $1'$ is not in the group, even combined with a shift, the reversed state is a distinct domain. It has the same energy without a magnetic field, and equal volumes of the two domains give zero average magnetization.

The direction of the moments matters. If they lie along $\pm x$, the same rule makes $2_x$ and $2_z$ primed and $2_y$ unprimed, and $4_z$ is lost. All three then leave $M_y$ unchanged, so a spontaneous moment along $y$ is allowed without stress and the tensor above no longer applies.

\subsection*{Why shear $xy$ unbalances the sublattices}

At A the two apical anions lie along $[110]$, at B along $[1\bar10]$. For a small strain $\epsilon$ a bond along the unit vector $\hat n$ stretches by the fraction $\hat n\cdot\epsilon\hat n$. A pure $\epsilon_{xy}$ gives $+\epsilon_{xy}$ at A and $-\epsilon_{xy}$ at B. The strains $xx,yy,zz,yz$ are unchanged by $2_x$, and $xz$ by $2_y$; both operations exchange the sites, so under each of these strains A and B remain equivalent. Under $\epsilon_{xy}$ they do not, and no crystal symmetry then requires opposite moments of equal size. (A conservation law still can: if the total $S_z$ is conserved and the ground state is separated by a gap from states of other $S_z$, a small strain cannot change that discrete value, and the spin moments still cancel at $T=0$.)

A mean-field model makes this quantitative. Let each cation have a moment of one Bohr magneton $\mu_B$ pointing up or down, with thermal averages $s_A,s_B$ between $-1$ and $1$. Let $J$ couple the sublattices antiferromagnetically and $K$ align moments within one. Assume that $K$ changes in proportion to the apical stretch. This is a choice of the model, used only to label a change of opposite sign at A and B. The four equatorial bonds change in the opposite sense to the apical ones (for $u=0.3$, $a=5$ \AA, $c=3$ \AA\ they lie along $(1,-1,\pm1.5)$ at A and change by $-2\epsilon_{xy}/4.25=-0.47\epsilon_{xy}$), and the nearest A--A pair, along $c$, is bridged by equatorial anions. The size and sign of $\gamma$ below therefore say nothing about a real fluoride. The equations are
\begin{align}
s_A&=\tanh\frac{(K+k)s_A-Js_B}{k_BT},&
s_B&=\tanh\frac{(K-k)s_B-Js_A}{k_BT},
\end{align}
with $k=K\gamma\epsilon_{xy}$ and $\epsilon_{xy}=\sigma_{xy}/(2C_{66})$, where $C_{66}$ is the shear modulus. Without stress $s_A=-s_B=s$ and $s=\tanh[(J+K)s/k_BT]$, with a nonzero solution below $k_BT_N=J+K$.

Put $s_A=s+\delta_A$, $s_B=-s+\delta_B$ and keep first order. The change of the first numerator is $ks+K\delta_A-J\delta_B$. In the second, $(-k)(-s)=+ks$, so the change is $ks+K\delta_B-J\delta_A$. The slope of $\tanh$ is $1-s^2$ at both sites. With $b=(1-s^2)/(k_BT)$,
\begin{align}
\delta_A&=b(ks+K\delta_A-J\delta_B),\\
\delta_B&=b(ks+K\delta_B-J\delta_A).
\end{align}
Subtraction gives $(\delta_A-\delta_B)[1-b(J+K)]=0$. For $s>0$ the concave $\tanh$ curve crosses the line of slope one from above, so its slope there, $b(J+K)$, is below one; $b$ is even in $s$, so this holds in both domains. Therefore $\delta_A=\delta_B=\delta$, and
\begin{equation}
\delta=\frac{bks}{1+b(J-K)},\qquad
\Lambda_{36}=\frac{2\mu_B}{V}\,\frac{bK\gamma s}{2C_{66}[1+b(J-K)]},
\end{equation}
with $V$ the volume of the cell, which holds two cations. The result is odd in $s$, as the domain argument requires.

\subsection*{Numbers for the model}

The parameters are round values, not those of a material: $J=5$ meV, $K=1$ meV, $\gamma=-10$ (stretching weakens $K$), $C_{66}=100$ GPa, $a=5$ \AA, $c=3$ \AA. Then $V=75$ \AA$^3$ and $T_N=69.6$ K.

Take $T=40$ K and $\sigma_{xy}=100$ MPa, so $\epsilon_{xy}=5\times10^{-4}$ and $k=-0.005$ meV. With $k_BT=6\times40/69.63=3.447$ meV and $s=0.9225$, $b=0.149/3.447=0.0432$ meV$^{-1}$, and
\begin{equation}
\delta=\frac{0.0432\times(-0.005)\times0.9225}{1+0.0432\times4}=-1.70\times10^{-4}.
\end{equation}
The self-consistent solution has $s_A=0.922375$ and $s_B=-0.922715$, whose sum $-3.40\times10^{-4}$ equals $2\delta$. Site A, whose apical bonds are stretched and whose $K$ is therefore reduced in this model, has lost order and B has gained it. Since $\mu_B/V=1.237\times10^5$ A/m, $M_z=-42$ A/m, or $\mu_0M_z=-53\ \mu$T. The reversed domain gives $+42$ A/m.

Uniaxial stress $\Sigma$ in the plane at angle $\phi$ to $x$ has $\sigma_{xy}=\Sigma\sin\phi\cos\phi$. In the first domain, 100 MPa of tension gives $-21$ A/m along $[110]$, $+21$ A/m along $[1\bar10]$ and zero along $[100]$.

At 10, 20, 40 and 60 K, $\Lambda_{36}$ is $-0.00005$, $-0.027$, $-0.42$ and $-0.62$ A/m per MPa; at 80 K it is zero. Both limits follow from the formula. At low temperature $1-s^2\approx4e^{-2T_N/T}$: the sublattices saturate and a small change of coupling cannot alter them. Near $T_N$, $b/[1+b(J-K)]=1/(1/b+J-K)\to1/(2J)$, so $\Lambda_{36}$ vanishes in proportion to $s\approx\pm\sqrt{3(1-T/T_N)}$.

The low-temperature limit belongs to this model, not to the symmetry, which allows $\Lambda_{36}$ at $T=0$ as well. The model leaves out orbital moments, stress-dependent $g$ factors and anion shifts within the strained cell. It also confines the moments to $\pm z$, so it cannot describe the canting through which $\sigma_{yz}$ could produce $M_x$.

\section*{Computed values}
\begin{verbatim}
Magnetic point groups (classes): 122
Subgroups enumerated in the two parent groups: 656
Classes with 1': 32 ; with I1' but not 1': 21
Rotation group: allowed with I + without I = sum; n per time character
    1: 1 + 1 = 2; n = [18]
    2: 2 + 4 = 6; n = [8, 10]
  222: 2 + 5 = 7; n = [3, 5]
    4: 2 + 4 = 6; n = [4, 4]
  422: 3 + 10 = 13; n = [1, 3, 2]
    3: 1 + 1 = 2; n = [6]
   32: 2 + 4 = 6; n = [2, 4]
    6: 2 + 4 = 6; n = [4, 2]
  622: 3 + 10 = 13; n = [1, 3, 1]
   23: 1 + 1 = 2; n = [1]
  432: 1 + 2 = 3; n = [0, 1]
Piezomagnetic classes: projection 66 ; characters 66
  without primed operations: 29 ; with primed operations: 37
  also allowing a spontaneous moment: 31
Rutile, moments along z: operations 16 ; primed 8
  time signs of 4_z, 2_x, 2_[110], I: [-1, 1, -1, 1]
  allowed Voigt entries: 14, 25, 36 ; independent: 2
  independent coefficients without anions: 0
  spontaneous moment components, moments along x: 1
Model cell: a = 5.0 angstrom, c = 3.0 angstrom, u = 0.3
Largest A-B bond mismatch at strain 0.001 (angstrom):
  xx,yy,zz,yz,xz: 0.0000 ; xy: 0.0042
J = 5.0 meV, K = 1.0 meV, gamma = -10.0, C66 = 100.0 GPa
Neel temperature: 69.63 K
T (K), s, L36 linear formula, L36 self-consistent (A/m per MPa):
  10  1.0000  -0.000051  -0.000051
  20  0.9981  -0.027182  -0.027182
  40  0.9225  -0.420206  -0.420206
  60  0.6076  -0.616013  -0.616013
  80  0.0000  -0.000000  -0.000000
At 40 K, shear stress 100 MPa, strain 5.0e-04:
  domain +1: s_A = 0.922375, s_B = -0.922715
    M_z = -42.021 A/m; mu0 M_z = -52.80 microtesla
  domain -1: s_A = -0.922375, s_B = 0.922715
    M_z = 42.021 A/m; mu0 M_z = 52.80 microtesla
Uniaxial stress 100 MPa, domain +1, linear response:
  along [110]: M_z = -21.010 A/m
  along [1-10]: M_z = 21.010 A/m
  along [100]: M_z = 0.000 A/m
\end{verbatim}
